# Saturated drift velocity in silicon from energy and momentum balance

Electrons drift in a uniform electric field in silicon and lose energy by emitting phonons. The question asks for the drift velocity at high field and for a judgement of how far the result can be trusted.

**Data and conventions.** The phonon energy is 0.063 eV and the electron mass is 0.26 of the free-electron mass. The algebra is in atomic units, so $\hbar=m_e=e=1$. The symbol $F$ is the magnitude of the force on an electron, $\omega$ the phonon energy, $m$ the band mass, $u$ the speed of an individual electron and $v$ the drift velocity, positive along the force. The band is parabolic, $E=mu^2/2$. One atomic unit of velocity is $2.188\times10^8$ cm/s.

## Part (a): the barest balance

*Suppose that every electron has the same collision rate $1/\tau$, that each collision destroys its drift momentum, and that each collision emits one phonon. Find the steady drift velocity and its value in cm/s. What must the collision rate do when the field is raised?*

**Answer.** The force supplies momentum at the rate $F$, and collisions remove it at the rate $mv/\tau$. The field supplies energy at the rate $Fv$, and phonons carry it away at the rate $\omega/\tau$. In the steady state

$$F=\frac{mv}{\tau},\qquad Fv=\frac{\omega}{\tau}.$$

Multiplying the first equation by $v$ gives $Fv=mv^2/\tau$. Comparison with the second gives $mv^2=\omega$, so

$$v=\sqrt{\frac{\omega}{m}} .$$

The phonon energy is 0.002315 hartree, hence $v=\sqrt{0.002315/0.26}=0.09436$ atomic units, or $2.06\times10^7$ cm/s.

The field has dropped out, but at a price. The momentum equation now requires

$$\frac1\tau=\frac{F}{mv}=\frac{F}{\sqrt{m\omega}} .$$

The collision rate must grow in proportion to the field. A fixed $\tau$ would satisfy both equations at one field and no other. The balance therefore needs a rate that rises as the electrons heat up, and then the electrons in a hot distribution do not share a single rate. An average over the distribution is needed.

## Part (b): the heated distribution

*Take a cold lattice, so that phonons are emitted but not absorbed. Scattering is isotropic with a constant matrix element, and the typical electron energy is much larger than $\omega$. Show that the mean free path $l$ is constant, and find the steady energy distribution.*

**Answer.** By the golden rule, the emission rate is proportional to the density of final states, which varies as $\sqrt{E-\omega}$. For $E\gg\omega$ this is nearly $\sqrt E$, which is proportional to $u$. The rate can therefore be written as

$$\frac1\tau=\frac ul,$$

with $l$ independent of energy.

The field makes the distribution slightly lopsided. With $\theta$ the angle between the velocity and the force, write

$$f=f_0(E)+f_1(E)\cos\theta,\qquad |f_1|\ll f_0 .$$

In a steady state, the change caused by the force balances the change caused by collisions. Let $p_z$ be the momentum along the force. Since $\partial E/\partial p_z=u\cos\theta$, the force term is, to leading order,

$$F\frac{\partial f_0}{\partial p_z}=Fu\cos\theta\,f_0',\qquad f_0'=\frac{df_0}{dE}.$$

Isotropic scattering puts electrons back without any preferred direction, so it removes the $\cos\theta$ part at the full rate $u/l$. The collision term for that part is $-(u/l)f_1\cos\theta$. Equating the two gives

$$f_1=-Fl\,f_0' .$$

This is positive when $f_0$ falls with energy, so more electrons move along the force than against it.

Now count the electrons that cross a given energy $E$. Let $g(E)\propto\sqrt E$ be the density of states. The field changes an electron's energy at the rate $Fu\cos\theta$. The average of $\cos\theta$ over directions is zero and that of $\cos^2\theta$ is $1/3$, so the upward flow is

$$J_{\rm field}=gF\,\frac{u f_1}{3}=-\,g\,\frac{F^2ul}{3}\,f_0' .$$

A phonon emission carries an electron down through $E$ if it started between $E$ and $E+\omega$. That window holds about $g f_0\omega$ electrons, because $g$ and $f_0$ change little across it when the electrons are hot. Each emits at the rate $u/l$, so the downward flow is

$$J_{\rm phonon}=g f_0\,\frac{\omega u}{l}.$$

No electrons enter or leave at either end of the energy range. In the steady state the two flows must therefore cancel at each energy:

$$-\frac{F^2l}{3}f_0'=\frac{\omega}{l}f_0
\quad\Longrightarrow\quad
\frac{f_0'}{f_0}=-\frac{3\omega}{(Fl)^2}.$$

The right-hand side does not depend on energy, so $f_0$ is a simple exponential:

$$f_0\propto e^{-E/kT_e},\qquad kT_e=\frac{(Fl)^2}{3\omega}.$$

Within this limit the Maxwellian form is a result, not an assumption. The electron temperature rises as the square of the field.

The derivation needs $|f_1|/f_0=Fl/kT_e$ to be small. Inserting $Fl=\sqrt{3\omega kT_e}$ turns this ratio into $\sqrt{3\omega/kT_e}$. The condition is again that the electrons be hot compared with the phonon energy.

## Part (c): the saturated velocity

*Use the distribution of part (b) to find the drift velocity, and evaluate it.*

**Answer.** The drift velocity is the average of $u\cos\theta$. Only $f_1$ contributes, again with a factor $1/3$, and $f_1=Fl\,f_0/kT_e$:

$$v=\frac{\int g\,u f_1\,dE}{3\int g f_0\,dE}=\frac{Fl}{3kT_e}\langle u\rangle .$$

The mean speed follows from $u=\sqrt{2E/m}$ and $g\propto\sqrt E$:

$$\langle u\rangle=\sqrt{\frac2m}\;\frac{\int_0^\infty E\,e^{-E/kT_e}dE}{\int_0^\infty \sqrt E\,e^{-E/kT_e}dE}
=\sqrt{\frac2m}\;\frac{(kT_e)^2}{\tfrac{\sqrt\pi}{2}(kT_e)^{3/2}}
=\sqrt{\frac{8kT_e}{\pi m}} .$$

Squaring the drift velocity and then using $(Fl)^2=3\omega kT_e$,

$$v^2=\frac{(Fl)^2}{9(kT_e)^2}\,\frac{8kT_e}{\pi m}
=\frac{8\,(Fl)^2}{9\pi m\,kT_e}
=\frac{8\omega}{3\pi m}.$$

Hence

$$v_s=\sqrt{\frac{8\omega}{3\pi m}} .$$

Both the field and the mean free path have cancelled. A stronger field pushes harder, but it also heats the electrons, which then collide more often.

The average multiplies the answer of part (a) by $\sqrt{8/(3\pi)}=0.921$. This gives $0.08694$ atomic units, or

$$v_s=1.90\times10^7\ \text{cm/s}.$$

The figure of $1.9\times10^7$ cm/s thus belongs to the averaged balance, while the two-line balance gives $2.06\times10^7$ cm/s.

A Monte Carlo simulation of individual flights and collisions tests this result without assuming a Maxwellian steady state. With the force chosen so that the predicted $kT_e$ is $100\,\omega$, it gives $v/\sqrt{\omega/m}=0.921\pm0.004$, against the predicted 0.921.

## Part (d): a warm lattice and elastic collisions

*Let the phonon occupation be $N$, so that electrons also absorb phonons. Add elastic, isotropic collisions at $r$ times the cold-lattice emission rate $u/l_0$. How does $v_s$ change? Evaluate it for 300 K with $r=0$.*

**Answer.** Emission now has the rate $(N+1)u/l_0$, absorption $Nu/l_0$ and elastic scattering $ru/l_0$. All three randomise the direction, so the total mean free path is

$$l=\frac{l_0}{1+2N+r}.$$

Absorption returns energy and elastic scattering exchanges none. The net energy loss rate is

$$\omega\,[(N+1)-N]\frac{u}{l_0}=\frac{\omega u}{l_0},$$

the same as in the cold lattice. The upward flow of part (b) contains $l$, while the downward flow contains $l_0$. Their cancellation gives

$$-\frac{F^2l}{3}f_0'=\frac{\omega}{l_0}f_0
\quad\Longrightarrow\quad kT_e=\frac{F^2\,l\,l_0}{3\omega}.$$

The expression $v=Fl\langle u\rangle/(3kT_e)$ still holds, so

$$v_s^2=\frac{8F^2l^2}{9\pi m\,kT_e}=\frac{8\omega}{3\pi m}\,\frac{l}{l_0}
=\frac{8\omega}{3\pi m}\,\frac{1}{1+2N+r}.$$

Collisions that take momentum without taking net energy lower the saturated velocity.

For $r=0$, put $x=\omega/kT$, where $T$ is the lattice temperature. Then $N=1/(e^x-1)$ and

$$1+2N=\frac{e^x+1}{e^x-1}=\coth\frac x2,\qquad
v_s=\sqrt{\frac{8\omega}{3\pi m}\tanh\frac{\omega}{2kT}} .$$

As $T\to0$ the hyperbolic tangent tends to one, and part (c) is recovered. In the opposite limit, $kT\gg\omega$, it tends to $\omega/2kT$, and $v_s$ falls as $T^{-1/2}$. That limit also requires $kT_e\gg kT$, since the electrons must remain much hotter than the lattice.

At 300 K, $kT=0.02585$ eV, $N=0.0958$ and $1+2N=1.19$. The result is

$$v_s=\frac{1.90\times10^7}{\sqrt{1.19}}=1.74\times10^7\ \text{cm/s}.$$

The simulation tests the elastic term as well. For $N=0$, $r=2$ and a predicted $kT_e$ of $40\,\omega$, it gives $0.533\pm0.002$ in units of $\sqrt{\omega/m}$, against 0.532 from the formula.

## Part (e): is the limit reached at 0.1 MV/cm?

*Take a cold-lattice mean free path of 15 nm, a rough value, with the lattice at 300 K and $r=0$. Estimate $kT_e$ at 0.1 MV/cm and judge the hot-electron limit. A simulation with the actual phonon energy, in a parabolic band, gives the following.*

| Field (MV/cm) | Drift velocity (cm/s) | Mean energy (eV) |
|---|---|---|
| 0.05 | $1.37\times10^7$ | 0.105 |
| 0.10 | $1.56\times10^7$ | 0.227 |
| 0.20 | $1.69\times10^7$ | 0.682 |

**Answer.** A field of 0.1 MV/cm exerts a force of 0.01 eV/nm, so $Fl_0=0.15$ eV. The cold-lattice formula gives

$$kT_e=\frac{0.15^2}{3\times0.063}=0.119\ \text{eV}.$$

At 300 K the extra absorption and stimulated emission divide this by $1+2N=1.19$, which leaves 0.100 eV, or about 1160 K.

The ratio $\omega/kT_e$ is then 0.63, which is not small. For electrons far above the phonon energy, the total mean free path is 12.6 nm. With that value $Fl/kT_e=0.126/0.100\approx1.3$, so the lopsided part of the distribution is not small either. The limiting formula is being used outside its safe range.

The simulated velocity at this field is about 10% below the limiting value of $1.74\times10^7$ cm/s. At 0.2 MV/cm it is about 3% below. Doubling the field from 0.1 to 0.2 MV/cm raises the velocity by 8%, whereas constant mobility would double it. Saturation is well advanced but incomplete. The 0.2 MV/cm row describes the model rather than silicon: at a mean energy of 0.68 eV about a fifth of the electrons lie above the 1.1 eV gap energy, where a parabolic band without impact ionisation fails. With this path, $kT_e=10\,\omega$ needs about 0.25 MV/cm, close to the breakdown field of silicon, roughly 0.3 MV/cm.

The mean energy fares worse. The formula predicts $\tfrac32kT_e=0.150$ eV at 0.1 MV/cm, and the simulation gives 0.227 eV, about 50% more. For these parameters, a fair estimate of the velocity does not imply a fair estimate of the electron temperature.

## Part (f): comparison with silicon

*The measured saturated velocity in silicon at room temperature is roughly $1\times10^7$ cm/s. Compare it with the predictions, and use the formulas to say what kind of process could close the gap. Which other omissions matter?*

**Answer.** The cold-lattice prediction is too large by a factor of about 1.9, and the 300 K prediction by about 1.7. The balance finds the right order of magnitude but does not predict the measured value.

The formula of part (c) can be inverted to give the energy loss per collision that would reproduce the measured velocity:

$$\omega_{\rm eff}=\frac{3\pi m v^2}{8}=\frac{0.063\ \text{eV}}{1.90^2}\approx0.017\ \text{eV}.$$

This is an average net loss per collision in the hot-electron limit, not a phonon energy. At 300 K a phonon of 0.017 eV would also be absorbed, and the formula of part (d) would then give a velocity well below the measured one.

Alternatively, keep the 0.063 eV phonon at 300 K and add elastic collisions. Part (d) then requires

$$r=1.90^2-1.19\approx2.4 .$$

This value of $r$ belongs to the hot-electron limit. With the 15 nm path of part (e), the formula would give only $kT_e=0.119/1.90^2\approx0.033$ eV at 0.1 MV/cm, barely above the lattice value of 0.026 eV. A stronger field would then be needed to reach saturation: $kT_e=10\,\omega$ would take about 0.44 MV/cm, above the breakdown field of silicon. The elastic path of $15/2.4\approx6$ nm would also hold the low-field mobility below about 170 cm²/Vs, against about 1400 measured. This pair of values therefore does not describe silicon.

In both cases the gap is closed by collisions that randomise direction while removing less energy on average. Silicon has acoustic phonons and low-energy intervalley phonons that act in this sense. They should not be taken to account for the whole gap, because $r$ was fitted to the gap and not calculated from their scattering rates. Standard deformation-potential rates for silicon give a net loss per collision of about 0.03 eV, which lowers the parabolic hot-electron value to about $1.4\times10^7$ cm/s, roughly half the way. The rest must come from other omissions, such as the band shape discussed below.

Using the free-electron mass in the formula would give $0.97\times10^7$ cm/s. This agreement is accidental: the field accelerates electrons according to their band mass. Rough ellipsoid masses of 0.92 along the valley axis and 0.19 across it give, for equally populated and equally heated valleys,

$$\frac1m=\frac13\left(\frac1{0.92}+\frac2{0.19}\right),\qquad m=0.258,$$

which supports the value 0.26.

**The model beside a real device.** The mass, phonon energy and field are in the range relevant to silicon transistors, and the mean free path is a rough choice. Because $kT_e\propto l_0^2$, the estimates at a given field depend strongly on it: standard deformation potentials give an emission path nearer 50 nm in a parabolic band, for which the formula puts $kT_e$ near 1 eV at 0.1 MV/cm and the band shape matters far more. The parabolic band is one assumption that silicon breaks. With a rough non-parabolicity of 0.5 per eV, the hot-electron calculation at 0.1 MV/cm and 300 K falls from $1.74$ to $1.61\times10^7$ cm/s, a reduction of 7%. That reduction alone does not close the gap. Part (e) showed that the hot-electron limit is not reached at this field, so the 7% shows the direction of the effect but is not a reliable measure of its size. In a non-parabolic band the field and the mean free path no longer cancel, and the reduction grows as the electrons get hotter. At $10^{17}$ electrons per cm³, the occupation at the band bottom is about $5\times10^{-4}$, so degeneracy is negligible at that density; a strongly inverted channel is denser and needs its own estimate. The Maxwellian at $kT_e=0.100$ eV places a fraction of about $6.5\times10^{-5}$ of the electrons above a 1.1 eV gap energy. This fraction depends exponentially on $T_e$: raising $kT_e$ by half, as the simulated mean energy of part (e) would suggest, increases it to about $2\times10^{-3}$. The model therefore does not fix even the order of magnitude of the supply of electrons for impact ionisation. For interband tunnelling, a triangular barrier of height $E_g=1.1$ eV and the mass 0.26 give the exponent $-4\sqrt{2m}\,E_g^{3/2}/(3F)$, which is a few hundred in size. This is a crude estimate for silicon's indirect gap, but it is large enough to show that tunnelling is negligible in this uniform field.

A short channel breaks the assumption of a steady state in a uniform field. At 0.01 eV/nm, an electron starting with negligible energy must move at least 15 nm along the force to gain 0.150 eV from the field, even if it loses nothing to phonons. In a channel of comparable length the distribution has no room to settle, and $v_s$ is not a reliable value for the local velocity. The uniform-field model gives no number for that correction.

The remaining values are in the numerical output below.

## Computed values

```
phonon energy: 0.063 eV; mass: 0.26 m_e
phonon energy: 0.002315 hartree
bare balance velocity: 0.09436 a.u.
averaged balance velocity: 0.08694 a.u.
velocity conversion, 1 a.u.: 2.18769e+08 cm/s
bare balance velocity: 2.064e+07 cm/s
averaged balance velocity, cold lattice: 1.902e+07 cm/s
averaging factor sqrt(8/(3 pi)): 0.9213
measured silicon velocity, rough input: 1.0e+07 cm/s
cold-lattice prediction / rough measured: 1.90
same formula with free-electron mass: 9.70e+06 cm/s
lattice temperature: 300 K; kT: 0.02585 eV
phonon occupation N: 0.0958; 2N+1: 1.1916
averaged balance velocity, warm lattice: 1.742e+07 cm/s
warm-lattice prediction / rough measured: 1.74
effective energy loss per collision: 0.0174 eV
elastic/emission rate ratio r to close gap: 2.43
bare balance integrated, force 5 and 20, v/sqrt(w/m): 1.0000, 1.0000
Monte Carlo in hot limit, velocities in units sqrt(w/m):
  emission only: v 0.921 +/- 0.004, formula 0.921, energy/formula 1.003
  warm lattice: v 0.843 +/- 0.004, formula 0.844, energy/formula 1.007
  elastic ratio 2: v 0.533 +/- 0.002, formula 0.532, energy/formula 1.020
example field: 0.10 MV/cm; cold path: 15.0 nm
total mean free path, warm lattice: 12.59 nm
electron kTe, cold-lattice formula: 0.1190 eV
electron kTe, warm-lattice formula: 0.0999 eV
electron temperature, warm formula: 1159 K
phonon energy / kTe, warm formula: 0.63
Monte Carlo with actual phonon energy, parabolic band:
  0.05 MV/cm: v 1.365e+07 +/- 1.1e+04 cm/s, mean energy 0.105 eV
  0.10 MV/cm: v 1.563e+07 +/- 1.3e+04 cm/s, mean energy 0.227 eV
  0.20 MV/cm: v 1.685e+07 +/- 2.1e+04 cm/s, mean energy 0.682 eV
warm velocity by current quadrature: 1.742e+07 cm/s
non-parabolicity, rough input: 0.5 1/eV
non-parabolic velocity, same limit: 1.614e+07 cm/s
mean energy parabolic: 0.150 eV; non-parabolic: 0.094 eV
ellipsoid masses, rough: 0.92, 0.19 m_e
conductivity mass from ellipsoids: 0.258 m_e
isolated valley, field on long axis: 1.01e+07 cm/s
isolated valley, field across axis: 2.22e+07 cm/s
electron density: 1.0e+17 cm^-3
occupation at band bottom at kTe: 4.8e-04
gap, rough input: 1.1 eV
Maxwellian fraction above gap energy: 6.5e-05
interband tunnelling exponent: -402
shortest distance to gain mean energy: 15.0 nm
```
